# Periodic Trap Occupation in Charge Pumping from One Affine Cycle Map

A slow trap at a silicon/oxide interface is driven by a 1 MHz gate pulse. Starting empty, it needs 1145 periods to come within a relative \(10^{-4}\) of its periodic occupation, 0.7664. Yet two numbers collected during the first period already fix that value: the occupation reached at its end, \(B=0.0061449\), and the time integral of the relaxation rate, \(R=0.0080502\). They give

\[
\frac{B}{1-e^{-R}}=\frac{0.0061449}{0.0080179}=0.7664 .
\]

The reason is that one period, however complicated the pulse, acts on the occupation as a straight line.

## A pulse with two phases, by hand

Let \(f\) be the probability that the trap holds an electron. The gate alternates between a base level, where holes crowd at the surface, and a top level, where electrons do. A trap near midgap captures a hole at rate \(cp\) when filled and an electron at rate \(cn\) when empty. Here \(n,p\) are surface densities per volume and \(c\) is the capture coefficient, taken equal for both carriers. Ignore the ramps and thermal emission for the moment.

During the base phase \(f'=-cp\,f\), so \(f\) is multiplied by \(e^{-x_b}\), with \(x_b=cp\,t_b\). During the top phase \(f'=cn(1-f)\), so the empty fraction \(1-f\) is multiplied by \(e^{-x_t}\), with \(x_t=cn\,t_t\). One period therefore gives

\[
f\;\to\;1-(1-fe^{-x_b})e^{-x_t}
=\underbrace{e^{-(x_b+x_t)}}_{M}f+\underbrace{(1-e^{-x_t})}_{B}.
\]

A periodic occupation returns to itself, \(f^*=Mf^*+B\), hence \(f^*=B/(1-M)\).

For numbers, take \(c=\sigma v\,e^{-E_b/\theta}\) with cross section \(\sigma=10^{-16}\) cm², thermal velocity \(v=10^7\) cm/s, capture barrier \(E_b=0.30\) eV and thermal energy \(\theta=0.02585\) eV. Then \(c=10^{-9}\times9.12\times10^{-6}=9.12\times10^{-15}\) cm³/s. The top has \(n=1.031\times10^{20}\) cm⁻³, the base \(p=3.201\times10^{19}\) cm⁻³, and each lasts 0.30 µs. Thus

\[
x_t=0.282,\qquad x_b=0.0876,\qquad M=e^{-0.370}=0.691,\qquad B=0.246,
\]

and \(f^*=0.2458/0.3090=0.795\). The full calculation, with ramps and emission, gives 0.798. The electrons captured per period are the rise of \(f\) during the top phase. This equals its fall during the base phase, \(f^*(1-e^{-x_b})=0.795\times0.0838=0.067\); the full result is 0.069.

## Rates for a real waveform

The algebra below uses atomic units, so the elementary charge is 1 and potentials and energies share one scale. Numbers are in engineering units. The traps are independent, hold at most one electron, and have degeneracy factor one. Their level \(u\) is measured from midgap at the surface, and Boltzmann statistics are assumed.

Emission follows from detailed balance. In equilibrium with Fermi level \(E_F\) and midgap \(E_i\),

\[
\frac{f}{1-f}=e^{(E_F-E_i-u)/\theta},\qquad n=n_ie^{(E_F-E_i)/\theta},\qquad p=n_i^2/n .
\]

Electron capture \(c_nn(1-f)\) must balance electron emission \(e_nf\), so \(e_n=c_nn(1-f)/f=c_nn_1\), with \(n_1=n_ie^{u/\theta}\). Hole capture \(c_ppf\) must balance hole emission \(e_p(1-f)\), so \(e_p=c_pp_1\), with \(p_1=n_ie^{-u/\theta}\). Collecting gains and losses,

\[
f'=a-rf,\qquad a=c_nn+c_pp_1,\qquad r=c_n(n+n_1)+c_p(p+p_1).
\]

The densities must be known functions of time. Here the carriers follow the gate quasi-statically, with source, drain and body grounded, so \(np=n_i^2\) at every instant. In p-type silicon of doping \(N\), write \(y=\psi/\theta\) for the scaled surface potential and \(\delta=(n_i/N)^2\). With the bulk hole density set equal to \(N\), the charge density is \(\rho=N[(e^{-y}-1)-\delta(e^{y}-1)]\), and Poisson's equation is \(\psi''=-4\pi\rho/\kappa_s\). Multiplying by \(2\psi'\) makes the left side the derivative of \(\psi'^2\). Integrating from the neutral bulk gives the surface field

\[
F_s^2=\frac{8\pi N\theta}{\kappa_s}\left[e^{-y}+y-1+\delta(e^{y}-y-1)\right],
\]

with \(F_s\) taking the sign of \(\psi\). Continuity of displacement makes the oxide field \(\kappa_sF_s/\kappa_{ox}\), so

\[
V_G=V_{FB}+\psi+\frac{\kappa_s}{\kappa_{ox}}F_st_{ox}.
\]

This is tabulated and inverted once; then \(n=n_ie^{(\psi-\phi_F)/\theta}\), with \(\phi_F=\theta\ln(N/n_i)\). Direct integration of Poisson's equation from the bulk to \(\psi=0.9\) V and to \(-0.15\) V reproduced \(F_s\) within a relative \(2\times10^{-9}\).

## The general cycle map

Multiply \(f'+rf=a\) by \(\exp(\int_0^tr)\). The left side becomes the derivative of \(f\exp(\int_0^tr)\). Integrating over a period \(T\) and dividing by \(e^R\),

\[
f(T)=Mf(0)+B,\quad M=e^{-R},\quad R=\int_0^Tr\,dt,\quad
B=\int_0^Ta(s)\,e^{-\int_s^Tr\,dt}ds .
\]

Since \(R>0\), \(M<1\) and the fixed point \(f^*=B/(1-M)\) is unique. It is a valid probability: \(0\le a\le r\) gives

\[
0\le B\le\int_0^Tr(s)e^{-\int_s^Tr}ds=1-M .
\]

Subtracting \(f^*=Mf^*+B\) from the map gives \(f_k-f^*=e^{-kR}(f_0-f^*)\) after \(k\) periods. An empty start thus has relative error \(e^{-kR}\), and reaching \(\varepsilon\) takes \(k=\ln(1/\varepsilon)/R\) periods. For the opening trap, whose barrier is 0.40 eV, \(9.210/0.0080502=1144.1\), which rounds up to 1145.

A step-by-step transient with the implicit midpoint rule, at 1 ns per step, tested this law. After 124 periods it gave 0.48395, against \(0.7664(1-e^{-0.998})=0.484\). After 1145 periods it gave 0.76633, still short of \(f^*\) by the expected relative \(10^{-4}\).

The argument needs \(a\) and \(r\) to be independent of \(f\). If trapped charge noticeably shifts the surface potential, the cycle map is no longer affine and this formula fails. If \(r\) vanished throughout, \(M\) would be 1 and every occupation would be periodic.

## The algorithm

Divide each ramp into short steps \(h\) and freeze the rates at each midpoint. With \(F=a/r\), the equation \(f'=r(F-f)\) gives \(f\to F+(f-F)e^{-rh}\). Flat parts have constant rates and need one step.

1. Start with \(R=0\), \(B=0\).
2. For each step, replace \(B\) by \(Be^{-rh}+F(1-e^{-rh})\) and add \(rh\) to \(R\).
3. At the end, set \(f^*=B/(1-e^{-R})\).
4. Pass through the steps once more from \(f^*\) to obtain the periodic orbit and the pumped charge.

When \(rh\ll1\) the error is second order. About the midpoint, \(a=a_m+a'\tau+O(\tau^2)\), and similarly for \(r\). The terms linear in \(\tau\) integrate to zero over the symmetric step, and their products with other linear terms leave \(O(h^3)\). Summed over a number of steps proportional to \(1/h\), this is \(O(h^2)\). For the 0.30 eV trap, going from 200 to 400 steps per ramp reduced the error of \(f^*\), relative to a 6400-step reference, by a factor 4.01.

Very slow traps need care with \(1-e^{-R}\). For a barrier of 1.15 eV, \(R=2.0\times10^{-15}\), while double-precision numbers just below 1 are spaced by about \(1.1\times10^{-16}\). Plain subtraction gave \(f^*=0.776\). A function that evaluates \(e^x-1\) without cancellation gave 0.7657, and it should also be used for \(1-e^{-rh}\).

The correct value has a simple meaning. As \(R\to0\), the exponential inside \(B\) tends to 1 and \(1-M\to R\), so

\[
f^*\to\frac{\int_0^Ta\,dt}{\int_0^Tr\,dt}.
\]

Separate quadrature of the two integrals gave 0.7657 as well. The two flat phases alone give \(n/(n+p)=1.031/(1.031+0.320)=0.763\). A very slow trap responds to averaged rates, and its occupation stays finite however small its coupling.

## Charge pumped per period

The net electron capture rate is \(I_n=a_n-r_nf\), with \(a_n=c_nn\) and \(r_n=c_n(n+n_1)\). Substitute \(f=(a-f')/r\):

\[
I_n=\frac{r_n}{r}f'+\frac{a_nr-r_na}{r}.
\]

Writing \(a=a_n+a_p\) and \(r=r_n+r_p\), with \(a_p=c_pp_1\) and \(r_p=c_p(p+p_1)\), the last numerator is

\[
a_nr_p-r_na_p=c_nc_p[n(p+p_1)-(n+n_1)p_1]=c_nc_p(np-n_1p_1).
\]

It vanishes for grounded contacts, because \(np=n_i^2=n_1p_1\). With \(w=r_n/r\), the electrons pumped per trap and period are

\[
Q=\oint w\,df .
\]

In the second pass each step contributes \(w\) times its change of \(f\). The net hole capture is \(I_n-f'\), and \(f'\) integrates to zero over a period, so the same number of holes is captured. A reverse bias that makes \(np\ne n_i^2\) leaves the cycle map valid but requires the extra term in \(Q\).

Using \(p=n_1p_1/n\), one has \(p+p_1=p_1(n+n_1)/n\). Therefore

\[
r=\frac{n+n_1}{n}(c_nn+c_pp_1),\qquad F=\frac{n}{n+n_1},\qquad w=\frac{c_nn}{c_nn+c_pp_1}.
\]

Both \(F\) and \(w\) depend on time through \(n\) alone. For an infinitely slow waveform \(f\) follows \(F\), the integrand becomes the differential of a function of \(n\), and \(Q\to0\). Pumping requires \(f\) to lag. For a midgap trap without a barrier, \(Q=1.000\) at 1 MHz and 0.014 when the period is made \(10^9\) times longer.

The same formulas expose a numerical hazard. If \(rh\gg1\), each step ends at the midpoint value \(F_k\), and the sum becomes

\[
\sum_kw_k(F_k-F_{k-1})=\sum_k\frac{w_k+w_{k-1}}2\Delta F_k+\frac12\sum_k\Delta w_k\Delta F_k .
\]

The last sum is spurious. It is positive, because \(w\) and \(F\) both rise with \(n\), and it shrinks only as the first power of \(h\). Nearly adiabatic waveforms therefore need steps that resolve \(1/r\) wherever \(w\) and \(F\) both vary.

A stiff differential-equation solver, counting electron and hole captures separately, tested the map and the pumped charge. The cases were the three-level pulse below, with \((u,E_b)=(0.35,0)\) and \((0,0.30)\) eV, and an irregular six-segment waveform with \((-0.1,0.25)\) eV. With 2000 steps per ramp, all differences were below \(5\times10^{-8}\).

## A three-level pulse

The example has a 5 nm oxide, \(N=10^{17}\) cm⁻³, \(n_i=10^{10}\) cm⁻³ and \(V_{FB}=-0.9\) V at 300 K. The gate stays at −1.8 V for 0.30 µs, rises in 0.05 µs to 1.5 V, and stays there for 0.30 µs. It then falls in 25 ns to −0.3 V, waits 0.30 µs, and falls in 25 ns to the base. For a midgap trap:

| \(E_b\) (eV) | \(R\) | \(f^*\) | \(Q\) |
|---|---:|---:|---:|
| 0 | 42 200 | \(3.1\times10^{-10}\) | 1.000 |
| 0.1 | 882 | 0.043 | 1.000 |
| 0.2 | 18.4 | 0.936 | 0.987 |
| 0.3 | 0.385 | 0.798 | 0.069 |
| 0.4 | 0.00805 | 0.766 | 0.00144 |

The value \(f^*\) belongs to the start of the base phase. A trap without a barrier has already emptied during the final ramp. At 0.2 eV, even the full base hole density acting for those 25 ns would give an exponent of only 0.35, so most of the charge remains. The trap then empties during the base phase, and \(Q\) is still near 1. For higher barriers the phases no longer complete their tasks and \(Q\) drops: a 0.24 eV barrier gives \(R=3.9\) and \(Q=0.58\), and by \(R\approx1\) only \(Q\approx0.18\) is left.

The hold at the middle level selects an energy: the longer it lasts, the deeper the upper-gap traps that empty. Both carrier densities are then near \(10^{10}\) cm⁻³, so a filled upper-gap trap mainly loses electrons to the conduction band at rate \(c_nn_1\). After a hold \(t_h\), the fraction \(\exp(-c_nn_1t_h)\) remains to recombine with holes. It equals \(e^{-1}\) at

\[
u=\theta\ln\frac1{c_nn_it_h}=0.02585\ln\frac1{10\times3\times10^{-7}}=0.329\ \text{eV}.
\]

The full calculation places \(Q=e^{-1}\) at 0.327 eV. Emission during the ramps, which the formula omits, would lower the edge, but its share was not isolated.

For fast traps of uniform density \(3\times10^{10}\) cm⁻² eV⁻¹ between −0.5 and 0.5 eV, the pumped density is \(2.09\times10^{10}\) cm⁻², or \(2.09\times10^{-6}\) Å⁻². A two-level pulse falling directly in 50 ns gives \(2.31\times10^{10}\) cm⁻². Period, rise and top duration are the same; its base phase is longer, but a 0.30 µs base already gives fast traps a hole-capture exponent near \(10^4\). The difference corresponds to an energy window \(0.217/3=0.072\) eV narrower. The three-level current density is

\[
J=\frac{1.602\times10^{-19}\times2.09\times10^{10}}{10^{-6}}
=3.35\times10^{-3}\ \text{A/cm}^2 .
\]

Equally many traps with a 0.40 eV barrier pump \(4.3\times10^7\) cm⁻², about 0.2 % of the fast density.

## Comparison with real transistors

The oxide thickness, doping and trap density are rough values for a silicon MOSFET with a good thermal oxide. The single cross section and single barrier are idealizations: real traps have a spread of both. Boltzmann statistics are also clearly broken, since the top electron density is 3.8 times the conduction-band density of states, \(2.74\times10^{19}\) cm⁻³. Reducing capture and emission by \(1+n/N_c\) for electrons, and likewise for holes with the same \(N_c\), leaves the fast density unchanged to the printed 0.01 %. It lowers the slow density by 64 % and the slow midgap \(f^*\) from 0.77 to 0.60. This crude factor overstates the effect of degeneracy alone (classical Fermi–Dirac statistics lower the slow density by about 20 % and give \(f^*\approx0.73\)): it keeps the effective density below \(N_c\), whereas a Fermi gas can exceed \(N_c\). The slow numbers are order-of-magnitude estimates for another reason, however accurately the fixed point is computed. When \(R\ll1\) the pumped charge scales as \(e^{-E_b/\theta}\), so an error of only 0.06 eV in the barrier changes it about tenfold.

Confinement matters too: at the top gate level a triangular well with half the surface field puts the lowest electron subband 0.10 eV above the band edge. The real well is steeper near the surface, and solving it self-consistently at the same surface field gives about 0.15 eV, nearly six thermal energies. As a sensitivity trial, dividing the electron coefficient by ten lowers the slow density by 68 % and raises the fast density by 8 %. The rise follows from the emission edge, which moves up by \(\theta\ln10=0.060\) eV. It presumes the same reduction at the middle level, where the field is weaker and confines the electrons less, so it is probably too large. Holes at the base level are confined as well: the same triangular estimate gives 0.09–0.10 eV for hole masses between 0.49 and 0.29 electron masses. The slow density is more sensitive to them, since dividing the hole coefficient by ten lowers it by 87 %.

At 373 K, with the flat-band voltage held fixed, the fast density falls by 18 % and the slow density grows about 18-fold. The barrier factor alone would give \(e^{0.40(1/0.02585-1/0.03214)}\approx21\); the other temperature dependences together reduce this somewhat.

The trap-charge shift and the gate tunnelling current are smaller corrections here; trap depth is not. The largest trap-charge shift, 14 mV, changes the slow density by 2 %. Placing the traps 0.2 nm inside the oxide, counting only the shift of their level, changes either density by less than 0.5 %. That shift is not the main effect of depth. Tunnelling through 0.2 nm of oxide (barrier 3.1 eV, mass 0.42 electron masses) would cut the capture coefficients about tenfold, lowering the slow density by about 90 % and raising the fast density by about 16 %. A capture barrier that moves with the oxide field would change the slow density further. The top oxide field is 2.8 MV/cm, below the rough breakdown field of 10 MV/cm, and the tunnelling current, roughly \(10^{-16}\) A/cm² with an uncertainty of orders of magnitude, is negligible beside the pumping current.

Quasi-static carriers require the channel to empty during the fall. For length \(L=1\) µm and mobility 300 cm²/Vs, the diffusion time \(L^2/(\mu\theta)\) is 1.3 ns, against 25 ns for each falling ramp. A wide margin is needed, because the surface electron density must fall by nearly ten decades during the first of these ramps. Even at 1 µm, diffusion to the two contacts leaves the mid-channel density about 1.5 times its equilibrium value during that ramp, equivalent to a shift of only about 0.01 V in surface potential. The lag grows quickly with length: at 2 µm the factor reaches about 100 at the end of the ramp, although it decays within a few nanoseconds of the hold. At 10 µm the diffusion time would be about 130 ns, and prescribed equilibrium densities would no longer be justified for this pulse. The program and its output list the remaining inputs and results.

## Values computed for the example and the checks

```
temperature 300 K, thermal energy 0.02585 eV
oxide 5.0 nm, doping 1.0e+17 cm^-3, n_i 1.0e+10 cm^-3
flat band -0.90 V, sigma 1.0e-16 cm^2, velocity 1.0e+07 cm/s
gate levels -1.8, -0.3, 1.5 V; period 1.00 us; middle hold 0.30 us
two-level corners (us, V): [(0.0, -1.8), (0.3, -1.8), (0.35, 1.5), (0.65, 1.5), (0.7, -1.8), (1.0, -1.8)]
three-level corners (us, V): [(0.0, -1.8), (0.3, -1.8), (0.35, 1.5), (0.65, 1.5), (0.675, -0.3), (0.975, -0.3), (1.0, -1.8)]
base: psi -0.1491 V, n 3.124e+00, p 3.201e+19 cm^-3
middle: psi 0.4319 V, n 1.801e+10, p 5.552e+09 cm^-3
top: psi 1.0127 V, n 1.031e+20, p 9.695e-01 cm^-3
midgap trap, three-level pulse:
barrier 0.0 eV: R 4.2219e+04, B 3.1403e-10, f* 3.1403e-10, pumped 1.0000e+00, cycles to 1e-4: 1
barrier 0.1 eV: R 8.8223e+02, B 4.2760e-02, f* 4.2760e-02, pumped 1.0000e+00, cycles to 1e-4: 1
barrier 0.2 eV: R 1.8436e+01, B 9.3625e-01, f* 9.3625e-01, pumped 9.8669e-01, cycles to 1e-4: 1
barrier 0.3 eV: R 3.8524e-01, B 2.5510e-01, f* 7.9791e-01, pumped 6.8960e-02, cycles to 1e-4: 24
barrier 0.4 eV: R 8.0502e-03, B 6.1449e-03, f* 7.6640e-01, pumped 1.4442e-03, cycles to 1e-4: 1145
slow transient: 1145 cycles, f 0.766329, f* 0.766403
slow transient after 124 cycles: f 0.483951
barrier 1.15 eV: R 2.025e-15, safe f* 0.765703, naive f* 0.775779, rate ratio 0.765703
stiff-solver difference: map 4.7e-08, pump 3.8e-08
error ratio on halving the steps 4.012
surface-field relative difference 2.0e-09
fast midgap pumping 1.00000; period 1e9 times longer 0.01374 per cycle
emission edge: map 0.3271 eV, formula 0.3288 eV
trap density per population 3.0e+10 cm^-2 eV^-1, levels -0.5 to 0.5 eV
fast pumped density: two-level 2.3065e+10, three-level 2.0898e+10 cm^-2
three-level fast density 2.0898e-06 angstrom^-2
slow pumped density, three-level 4.3197e+07 cm^-2
fast pumping current, three-level 3.3482e-03 A/cm^2
band density of states 2.744e+19 cm^-3, largest trap-charge shift 13.92 mV
degeneracy cap: fast density -0.00 %, slow density -63.5 %, slow f* 0.6025
electron capture / 10: fast density +8.10 %, slow density -67.9 %, slow f* 0.2465
trap-charge shift: fast density +0.00 %, slow density +2.1 %, slow f* 0.7564
trap 0.2 nm in oxide: fast density +0.13 %, slow density -0.4 %, slow f* 0.7664
373 K: fast density -18.40 %, slow density +1677.2 %, slow f* 0.8035
top oxide field 2.77 MV/cm, tunnel current about 2.0e-16 A/cm^2
lowest subband about 0.104 eV above the band edge (half surface field)
diffusion time, 1 um channel, 300 cm2/Vs: 1.29 ns
```
